Half-period biquadratic coupling from the second round trip between magnets, part 1

(Sections cited here and not found follow in the second part.)

## From the round trip to the half-period coupling

Two ferromagnets A and B face each other across a nonmagnetic metal spacer of thickness D. Their moments point along unit vectors m_A and m_B with an angle θ between them. A spacer electron that meets magnet A is reflected with amplitude r_A↑ if its spin lies along m_A and r_A↓ if it lies opposite. With the Pauli matrices σ, both cases are contained in one 2×2 matrix,

R_A = r_A + Δ_A σ·m_A,  r_A = (r_A↑ + r_A↓)/2,  Δ_A = (r_A↑ − r_A↓)/2,

and likewise for B. The direction m_A enters only through the product Δ_A m_A. Without spin-orbit coupling, a common rotation of both moments leaves the energy unchanged, so the energy can depend on the two vectors only through Δ_A², Δ_B² and Δ_AΔ_B cosθ. A term in cos²θ therefore carries at least the factor (Δ_AΔ_B)². Each reflection supplies at most one factor Δ, so the electron must be reflected at least twice at each magnet. That takes two round trips, a path of length 4D, and a phase 4kD for an electron of wave number k normal to the layers. A term in cosθ can arise after one round trip, with phase 2kD.

Dimensions restrict the size. From the Fermi energy E_F, the Fermi wave number k_F and D, an energy per area has the form E_F/D² times a function of k_F D and the reflection amplitudes. The lowest cos²θ term is thus expected to be a number times (E_F/D²) Im[(Δ_AΔ_B)² exp(4ik_F D)], provided that the electrons at the Fermi level dominate and that no further power of k_F D appears. The calculation has to establish both provisos and find the number.

The model has independent electrons of one mass m throughout, flat interfaces and zero temperature. The magnets differ from the spacer by constant potentials that depend on spin. The wave vector k∥ along the layers is then conserved, and the reflection amplitudes depend only on k. Energies are measured from the bottom of the spacer band, and the energy of the normal motion is ε = ħ²k²/2m. I write

E(θ) = E0 + J1 cosθ + J2 cos²θ + higher powers,

so that J1 > 0 favours antiparallel moments and J2 > 0 favours moments at 90°. The coefficient J2 is called the biquadratic coupling.

The first task is to count levels. Let each magnet end, for the moment, at a distant hard wall, so that the spectrum of the normal motion is discrete. In the spacer, 0 < x < D, the spinor wave is

ψ(x) = u exp(ikx) + v exp(−ikx).

At x = 0 the wave leaving A is the reflection of the wave arriving there, so u = R_A v. At x = D the same statement for B reads v exp(−ikD) = R_B u exp(ikD). Elimination of v gives u = z M u, with

z = exp(2ikD),  M = R_A R_B.

A level exists where this has a nonzero solution, which means where

F(ε) = det(1 − zM) = 0.

To turn this condition into a count, compare the angle θ with the angle 0 through the ratio Y(ε) = F_θ(ε)/F_0(ε). This ratio is real on the real energy axis. For ε < 0, k is imaginary, z is real and, with both moments in the xz plane of spin space, so are the reflection matrices. For ε > 0, the magnets return all electrons, so zM is unitary with eigenvalues exp(iφ₁) and exp(iφ₂). Since 1 − exp(iφ) = −2i sin(φ/2) exp(iφ/2),

F = −4 sin(φ₁/2) sin(φ₂/2) exp[i(φ₁ + φ₂)/2].

The complex factor is a square root of det(zM) = z² det R_A det R_B. The determinants are det R_A = r_A² − Δ_A² = r_A↑ r_A↓ and similarly for B, which do not contain θ. The complex factor therefore cancels in Y up to a sign, and Y is real.

The zeros of Y are the levels at angle θ, its poles are the levels at angle 0, and any poles of the reflection amplitudes themselves cancel. Just above the real axis, the phase of a factor ε − ε_j falls from π to 0 as ε passes ε_j. Hence −(1/π) Im ln Y rises by one at each level for angle θ and falls by one at each level for angle 0. It starts from zero at ε → −∞, where z vanishes. If N(ε) is the number of levels below ε, then

N_θ(ε) − N_0(ε) = −(1/π) Im[ln F_θ(ε + i0) − ln F_0(ε + i0)].

So −(1/π) Im ln F gives the whole angular dependence of the level count. The spin sum is already contained in the 2×2 determinant. The walls may now be moved to infinity: at a complex energy the wave that returns from a wall is damped, and R_A and R_B become the amplitudes of semi-infinite magnets.

The magnets act as reservoirs, so the chemical potential stays at E_F when θ changes. The relevant energy is then the sum of ε_j − E_F over filled levels. For one value of k∥ the normal motion is filled up to E_F − ħ²k∥²/2m, and the sum equals minus the integral of N up to this limit, because each level ε_j contributes its distance below the limit with a negative sign. With d²k∥/(4π²) states per area, the two minus signs cancel:

E(θ) = (1/π) Im ∫ d²k∥/(4π²) ∫ dε ln F,

up to terms independent of θ.

The integral over k∥ can be done at once, because F depends only on k. At fixed k the allowed values fill a disc k∥² < k_F² − k² of area π(k_F² − k²). Division by 4π² leaves (k_F² − k²)/(4π). With dε = (ħ²k/m) dk,

E(θ) = ħ²/(4π²m) Im ∫_C k (k_F² − k²) ln F dk.

The path C begins at k = i∞, runs down the imaginary axis to 0, and then along the real axis to k_F. Its first part contains the states below the bottom of the spacer band, which couple the magnets through evanescent waves; they cannot be dropped at this point.

The path can be replaced by a more useful one. In the first quadrant of the k plane the energy has a positive imaginary part and the waves decay into the magnets. A zero of F there would be a normalizable state with complex energy, which a Hermitian Hamiltonian does not have. So ln F is analytic in the quadrant, and it falls off as exp(−2D Im k). The path may therefore come down the vertical line k = k_F + iκ, from κ = ∞ to κ = 0. On this line dk = i dκ, and reversing the limits gives a minus sign:

E(θ) = −ħ²/(4π²m) Im ∫₀^∞ i k (k_F² − k²) ln F dκ,  k = k_F + iκ.

This is still the full energy of the model. Its integrand contains exp(−2κD) for one round trip, so a thick spacer selects κ of order 1/D, near the Fermi wave number at normal incidence. That confirms the first proviso, on condition that the reflection amplitudes change little over such a range of k.

The determinant is now expanded in round trips. If λ₁ and λ₂ are the eigenvalues of M, then F = (1 − zλ₁)(1 − zλ₂), and the series of the logarithm gives

ln F = −z tr M − (z²/2) tr M² − (z³/3) tr M³ − …

For potential steps the series converges everywhere on the vertical line with κ > 0. There k and the wave number p inside the magnet both lie in the first quadrant, their phases differ by less than 90°, and so |k − p| < |k + p|. The step amplitude (k − p)/(k + p), derived in the second half, then has modulus below one.

The traces follow from tr σ_i = 0 and tr σ_iσ_j = 2δ_ij. Multiplying out the two reflection matrices, the two terms with a single σ have no trace, and

tr M = 2 r_A r_B + 2 Δ_AΔ_B m_A·m_B = 2(a + b cosθ),

a = r_A r_B,  b = Δ_AΔ_B.

For the second trace, write λ₁² + λ₂² = (λ₁ + λ₂)² − 2λ₁λ₂. With d = det M = r_A↑ r_A↓ r_B↑ r_B↓,

tr M² = 4(a + b cosθ)² − 2d.

The second-round-trip part of ln F is therefore

−(z²/2) tr M² = −2b² z² cos²θ − 4ab z² cosθ + (d − 2a²) z².

The first term is the biquadratic coupling sought, with the factor b² and the phase z² that symmetry required. The second term also has the doubled phase, but it is linear in cosθ. Doubling of the phase is therefore not by itself a mark of biquadratic coupling: the ordinary coupling J1 contains a half-period part as well.

There remains the integral over κ. On the vertical line k_F² − k² = −2ik_Fκ + κ², and multiplication by k = k_F + iκ gives

k(k_F² − k²) = −2ik_F²κ + 3k_Fκ² + iκ³.

The term 3k_Fκ² is the sum of k_Fκ² and (iκ)(−2ik_Fκ) = 2k_Fκ². For κ of order 1/D the first term dominates when k_F D ≫ 1. Then i(−2ik_F²κ) = 2k_F²κ, and since ħ²k_F²/m = 2E_F,

E(θ) ≈ −(E_F/π²) Im ∫₀^∞ κ ln F dκ.

The nth round trip brings zⁿ = exp(2ink_F D) exp(−2nκD). The traces are taken at k_F, and

∫₀^∞ κ exp(−2nκD) dκ = 1/(4n²D²).

Together with the factor 1/n from the logarithm this gives

E(θ) ≈ E_F/(4π²D²) Im Σ_n (tr Mⁿ/n³) exp(2ink_F D).

The factor 1/D² appears without a further power of k_F D, which settles the second proviso. One power of 1/D comes from the sharp Fermi edge in energy and the other from the narrow range of k∥ around normal incidence over which the phases agree.

For n = 1 the coefficient of cosθ in tr M is 2b:

J1 ≈ E_F/(2π²D²) Im[b exp(2ik_F D)].

For n = 2 the coefficient of cos²θ in tr M² is 4b², and division by n³ = 8 leaves b²/2:

J2 ≈ E_F/(8π²D²) Im[b² exp(4ik_F D)].

As a function of continuous thickness, J1 has the period π/k_F and J2 the period π/(2k_F). The ratio of their amplitudes is

|J2|/|J1| = [|b|²/(8π²)] / [|b|/(2π²)] = |b|/4.

The coupling is called intrinsic because it needs no roughness, no impurities and no spread of thickness. It vanishes when either magnet reflects both spins alike, since b is then zero. It is of second order in b while J1 is of first order, so weak spin contrast suppresses it doubly in this comparison.

The half-period part of J1 follows in the same way. The coefficient of cosθ in tr M² is 8ab, which after division by 8 gives

J1, second round trip ≈ E_F/(4π²D²) Im[ab exp(4ik_F D)].

Its amplitude is 2|a|/|b| times that of J2. For |a| = |b|, for instance, the half-period part of the bilinear coupling is twice as strong as the biquadratic coupling.

The expansion has its own condition, separate from large D. The third trace is λ₁³ + λ₂³ = (tr M)³ − 3d tr M. Its cos²θ term comes from 8(a + b cosθ)³ and equals 24ab². Division by n³ = 27 gives 8ab²/9, to be compared with b²/2 from the second round trip. The relative size is

(8|a||b|²/9)/(|b|²/2) = 16|a|/9.

For the fourth round trip, tr M⁴ = (tr M²)² − 2d² = (tr M)⁴ − 4d(tr M)² + 2d². Its cos²θ coefficient is 96a²b² − 16db², which after division by 64 is at most 3|a|² + |d|/2 relative to the second-round-trip term. Stopping at the second round trip is therefore justified for |a| ≪ 1 and |d| ≪ 1. A large thickness does not help here, because in this model all harmonics fall as 1/D² at zero temperature. If the magnets reflect both spins almost completely, the expansion has no small parameter, and the full determinant must be used.

For a thick spacer and weak reflection, the second round trip gives a biquadratic coupling J2 with half the period of the leading J1 and |b|/4 times its amplitude. It remains to see whether this J2 can cant the moments, how large it is in a cobalt/copper-like example, and how heat, roughness and finite magnet thickness change it.
